# Coefficients of the point-charge-plus-continuum model for the strong-coupling limit

Without the gradient term, the strong-coupling energy of a compact density can be badly wrong. For the two-electron density treated at the end, the local term alone gives $-1.053$ hartree where the exact value is $-0.911$ hartree, an error of 16% of the exact value. An adiabatic-connection formula that takes this energy as its strong-coupling endpoint then has a wrong endpoint; how much of the error reaches the final energy depends on the weight the formula gives to that endpoint. A second fault is less visible: the gradient coefficient depends on what is assumed about the density inside a cell, and a derivation that keeps its curvature gives a different number.

The point-charge-plus-continuum (PC) model is

$$W_{\rm PC}[n]=\int\left[A\,n^{4/3}+B\,\frac{|\nabla n|^2}{n^{4/3}}\right]d^3r, \tag{1}$$

$$A=-\frac{9}{10}\left(\frac{4\pi}{3}\right)^{1/3}=-1.450793,\qquad B=\frac{3}{350}\left(\frac{3}{4\pi}\right)^{1/3}=0.0053173 .$$

Hartree atomic units are used throughout, and $n$ is the total electron density, summed over spin. The derivation takes the density to be linear across each cell. The numerical check checks the cell energies by direct quadrature of Coulomb's law.

## The energy to be modelled

Let $\langle V_{ee}\rangle$ be the lowest average electron repulsion among all $N$-electron distributions with density $n$. The strong-coupling energy is

$$W_\infty[n]=\langle V_{ee}\rangle-U[n],\qquad U[n]=\frac12\int\!\!\int\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

This difference is itself an electrostatic energy. Place the electrons, each of charge $-1$, in a rigid background of charge density $+n(\mathbf r)$, whose potential is $\phi_n(\mathbf r)=\int n(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$. For electrons at $\mathbf r_1,\dots,\mathbf r_N$ the total energy is

$$E=\sum_{i<j}\frac{1}{|\mathbf r_i-\mathbf r_j|}-\sum_i\phi_n(\mathbf r_i)+U .$$

The last term is the self-energy of the background. Now average over the minimizing distribution. Because the electrons have density $n$, the middle sum averages to $\int n\,\phi_n\,d^3r=2U$. Therefore

$$\langle E\rangle=\langle V_{ee}\rangle-2U+U=W_\infty .$$

No approximation has been made so far.

## The cell model

Assign to each electron a spherical piece of background that has charge $+1$ and whose centre of charge lies at the electron. Electron and background together then have neither net charge nor dipole moment, so the two slowest-decaying parts of the cell's outside field vanish. The model drops the remaining interaction between cells. It also ignores the fact that spheres cannot fill space without gaps or overlaps.

Let $e(\mathbf r)$ be the energy of the cell whose electron is at $\mathbf r$: the attraction between electron and background plus the self-energy of that background. Averaging $\sum_i e(\mathbf r_i)$ over electrons with density $n$ gives

$$W_\infty\approx\int n(\mathbf r)\,e(\mathbf r)\,d^3r. \tag{2}$$

## Uniform density: the local coefficient

For uniform density the electron sits at the centre of a sphere of radius $R$, and neutrality requires

$$\frac{4\pi}{3}nR^3=1,\qquad R=\left(\frac{3}{4\pi n}\right)^{1/3}. \tag{3}$$

The attraction is

$$-\int_0^R\frac{n}{s}\,4\pi s^2\,ds=-2\pi nR^2=-\frac{3}{2R}.$$

For the self-energy, build the sphere shell by shell. The charge inside radius $s$ is $s^3/R^3$, and the next shell carries $3s^2ds/R^3$, so

$$\int_0^R\frac{1}{s}\,\frac{s^3}{R^3}\,\frac{3s^2}{R^3}\,ds=\frac{3}{5R}.$$

The sum is

$$e=-\frac{3}{2R}+\frac{3}{5R}=-\frac{9}{10R}=-\frac{9}{10}\left(\frac{4\pi n}{3}\right)^{1/3}.$$

Multiplying by $n$, as (2) requires, gives $A\,n^{4/3}$.

A body-centred cubic crystal of electrons in a uniform background shows the size of what is omitted. At $R=1$ bohr its energy is $-0.8959$ hartree per electron, against $-0.9$ for the spherical cell, a difference of about 0.5%.

## A cell in a linear density

Let $g=|\nabla n|$ and let $z$ run along the gradient. Measure position $\mathbf s$ from the centre of the sphere, whose radius is now $R_c$:

$$\rho(\mathbf s)=n_c+g z .$$

Here $n_c$ is the density at the centre of the sphere, which is not the density at the electron. The term $gz$ is odd and adds no charge, so $4\pi n_cR_c^3/3=1$. Since the background charge is 1, its centre of charge is at

$$d=\int z\rho\,d^3s=\frac g3\int s^2\,d^3s=\frac{4\pi gR_c^5}{15}=\frac{gR_c^2}{5n_c}. \tag{4}$$

The second equality uses the equal averages of $x^2$, $y^2$ and $z^2$ over a sphere, and the last uses neutrality. For zero dipole moment the electron must be at $z=d$, displaced towards higher density.

**Potential of the background.** Inside the sphere $\nabla^2\phi=-4\pi(n_c+gz)$. The uniform part has the solution

$$\phi_0=2\pi n_c\left(R_c^2-\frac{s^2}{3}\right).$$

Since $\nabla^2s^2=6$, it satisfies Poisson's equation. At the surface it equals $4\pi n_cR_c^2/3=1/R_c$, as it must for unit charge.

For the linear part, $\nabla^2(zs^2)=6z+4z=10z$, so a solution regular at the centre is

$$\phi_1=\alpha z-\frac{2\pi g}{5}zs^2 .$$

Outside, the linear charge produces the dipole potential $pz/s^3$ with $p=4\pi gR_c^5/15$. Continuity at $s=R_c$ requires

$$\alpha-\frac{2\pi gR_c^2}{5}=\frac{4\pi gR_c^2}{15}\quad\Rightarrow\quad\alpha=\frac{2\pi gR_c^2}{3}.$$

The radial derivatives also match: divided by $z/s$, both equal $-8\pi gR_c^2/15$ at the surface. Thus

$$\phi=2\pi n_c\left(R_c^2-\frac{s^2}{3}\right)+2\pi gz\left(\frac{R_c^2}{3}-\frac{s^2}{5}\right). \tag{5}$$

**Attraction.** The electron has charge $-1$, so its energy is $-\phi$ at $z=s=d$:

$$-\phi(d)=-2\pi n_cR_c^2+\frac{2\pi}{3}n_cd^2-\frac{2\pi}{3}gdR_c^2+\frac{2\pi}{5}gd^3 .$$

The first term is $-3/(2R_c)$. By (4), $n_cd^2=g^2R_c^4/(25n_c)$ and $gdR_c^2=g^2R_c^4/(5n_c)$, while $gd^3$ is of order $g^4$. Hence

$$-\phi(d)=-\frac{3}{2R_c}+\frac{2\pi}{3}\left(\frac1{25}-\frac15\right)\frac{g^2R_c^4}{n_c}+O(g^4)
=-\frac{3}{2R_c}-\frac{8\pi}{75}\frac{g^2R_c^4}{n_c}+O(g^4).$$

**Self-energy.** In $\frac12\int\rho\phi\,d^3s$ the products of a uniform and a linear part are odd in $z$ and vanish. The uniform part gives $3/(5R_c)$. The linear part gives

$$\frac12\int gz\,\phi_1\,d^3s=\pi g^2\,\frac{4\pi}{3}\int_0^{R_c}s^4\left(\frac{R_c^2}{3}-\frac{s^2}{5}\right)ds
=\pi g^2\,\frac{4\pi}{3}R_c^7\left(\frac1{15}-\frac1{35}\right).$$

The bracket is $4/105$, and $4\pi R_c^3/3=1/n_c$, so this contribution is $4\pi g^2R_c^4/(105n_c)$. It is positive: redistributing the background charge along $z$ costs energy.

**Common units.** In terms already proportional to $g^2$, replacing $R_c,n_c$ by $R,n$ changes the result at order $g^4$. From (3), $\pi R^3=3/(4n)$, so

$$\pi\frac{g^2R^4}{n}=\frac34\,\frac{Rg^2}{n^2}.$$

The attraction therefore contributes $-\frac{8}{75}\cdot\frac34=-\frac{2}{25}$, and the self-energy $\frac{4}{105}\cdot\frac34=\frac1{35}$, in units of $Rg^2/n^2$.

**Density at the electron.** The leading terms still add to $-9/(10R_c)$, which contains $n_c$. The integral (2) is weighted at the position of the electron, where

$$n=n_c+gd=n_c+\frac{g^2R_c^2}{5n_c}\quad\Rightarrow\quad n_c=n\left(1-\frac{g^2R^2}{5n^2}\right)+O(g^4).$$

As $1/R_c$ is proportional to $n_c^{1/3}$,

$$-\frac{9}{10R_c}=-\frac{9}{10R}\left(1-\frac{g^2R^2}{15n^2}\right)+O(g^4)
=-\frac{9}{10R}+\frac{3}{50}\frac{Rg^2}{n^2}+O(g^4).$$

Omitting this step would even give the gradient term the wrong sign, since $-2/25+1/35<0$.

**Sum.** The three contributions give

$$-\frac{2}{25}+\frac1{35}+\frac{3}{50}=\frac{-28+10+21}{350}=\frac{3}{350}.$$

Multiplying by $n$ and inserting $R$ from (3) yields the gradient term of (1):

$$n\,\frac{3}{350}\,\frac{R|\nabla n|^2}{n^2}=\frac{3}{350}\left(\frac{3}{4\pi}\right)^{1/3}\frac{|\nabla n|^2}{n^{4/3}} .$$

The expansion parameter is $x=gR/n$, the relative change of density over one cell radius. In terms of it,

$$e=-\frac{9}{10R}\left(1-\frac{x^2}{105}\right)+O(x^4/R). \tag{6}$$

Quadrature at finite gradient gives an effective coefficient of $0.00860$ at $x=0.1$ and $0.00900$ at $x=0.4$, against $3/350=0.00857$. The deviation at $x=0.4$ is 5% of the gradient term.

## What curvature would change

A term in $\nabla^2n$ has two derivatives, as $|\nabla n|^2$ does, so a linear density does not supply the full second-order expansion of the cell energy. To find the missing part, set the gradient to zero and expand about the electron. The quadratic part of the density is $qu^2$, with $q=\nabla^2n/6$, plus a part whose average over directions is zero. The latter changes neither the charge in the sphere nor the potential at its centre, and it changes the self-energy at second order in its size. It can be dropped here.

Let the radius become $R+\delta$. To first order, neutrality requires

$$4\pi\left(nR^2\delta+\frac{qR^5}{5}\right)=0\quad\Rightarrow\quad\delta=-\frac{qR^3}{5n}.$$

The attraction $-4\pi\int u(n+qu^2)\,du$ changes by

$$-4\pi\left(nR\delta+\frac{qR^4}{4}\right)=-4\pi qR^4\left(-\frac15+\frac14\right)=-\frac{\pi}{5}qR^4 .$$

The self-energy changes by the added charge times the unperturbed potential. The added charge consists of $qs^2$ in the volume and $4\pi nR^2\delta=-4\pi qR^5/5$ at the surface, where the potential is $1/R$:

$$4\pi q\int_0^R s^4\,2\pi n\left(R^2-\frac{s^2}{3}\right)ds-\frac{4\pi}{5}qR^4
=8\pi^2nqR^7\left(\frac15-\frac1{21}\right)-\frac{4\pi}{5}qR^4 .$$

With $nR^3=3/(4\pi)$ the first term is $\frac{32\pi}{35}qR^4$, so the change is $\frac{4\pi}{35}qR^4$. In total,

$$\Delta e=\pi qR^4\left(\frac{4}{35}-\frac{7}{35}\right)=-\frac{\pi}{70}R^4\nabla^2n .$$

In (2) this is multiplied by $n$, and $nR^4=(3/4\pi)^{4/3}n^{-1/3}$. If the surface term vanishes, integration by parts gives

$$\int n^{-1/3}\nabla^2n\,d^3r=\frac13\int\frac{|\nabla n|^2}{n^{4/3}}\,d^3r .$$

The contribution to the gradient coefficient is

$$-\frac{\pi}{210}\left(\frac{3}{4\pi}\right)^{4/3}=-\frac{1}{280}\left(\frac{3}{4\pi}\right)^{1/3},
\qquad \frac{3}{350}-\frac1{280}=\frac1{200}.$$

A test with a slowly varying cosine density, whose cells feel both gradient and curvature, gives $0.00500$. The coefficient $3/350$ therefore defines the PC model with locally linear density. An implementation of that model should use it, and should not add a separate Laplacian term.

## Evaluation and range of use

With $\sigma=|\nabla n|^2$ and $w=An^{4/3}+B\sigma n^{-4/3}$, the derivatives needed by a gradient-functional code are

$$\frac{\partial w}{\partial n}=\frac43An^{1/3}-\frac43B\sigma n^{-7/3},\qquad
\frac{\partial w}{\partial\sigma}=Bn^{-4/3}.$$

The functional derivative is $v=\partial w/\partial n-\nabla\cdot(2Bn^{-4/3}\nabla n)$. The divergence equals $2Bn^{-4/3}\nabla^2n-\frac83B\sigma n^{-7/3}$, so

$$v=\frac43An^{1/3}+\frac43B\frac{\sigma}{n^{7/3}}-2B\frac{\nabla^2n}{n^{4/3}} . \tag{7}$$

A useful check of code is uniform scaling. For $n_\gamma(\mathbf r)=\gamma^3n(\gamma\mathbf r)$ both integrands acquire a factor $\gamma^4$ and the volume element a factor $\gamma^{-3}$, so $W_{\rm PC}[n_\gamma]=\gamma W_{\rm PC}[n]$. The exact $W_\infty$ scales in the same way, because all distances shrink by $\gamma$.

The cell picture has a definite limit. The linear density must stay positive inside the sphere, so $gR_c\le n_c$. At equality, $n=n_c+gd=\frac65n_c$ and $R/R_c=(5/6)^{1/3}$, which gives $x=(5/6)^{4/3}<1$. For larger $x$, formula (1) is an extrapolation.

Density tails lie in that region. If $n\sim e^{-2\kappa r}$, then $g/n=2\kappa$ while $R$ grows exponentially. The integrand of (1), which is $n$ times (6) without its remainder, becomes positive once $x^2>105$. Its integral still converges, because the gradient term decays as $n^{2/3}$. The potential does not behave as well: with $\sigma/n^2\to4\kappa^2$ and $\nabla^2n/n\to4\kappa^2$, (7) gives

$$v\to4\kappa^2B\left(\frac43-2\right)n^{-1/3}=-\frac{8\kappa^2B}{3}\,n^{-1/3},$$

which tends to $-\infty$. Evaluating the energy on a given density avoids this divergence, which appears whenever (7) is evaluated on an exponentially decaying density. A fully self-consistent density escapes it by changing its tail. The gradient term equals $9B|\nabla u|^2$ with $u=n^{1/3}$, and it exceeds the one-orbital kinetic energy density $|\nabla n|^2/(8n)$ once $n^{1/3}<8B$, that is $n<8\times10^{-5}$ bohr$^{-3}$. For a neutral two-electron atom with orbital energy $\varepsilon<0$ and $W_{\rm PC}$ taken as the exchange-correlation energy, the far tail obeys $18B\nabla^2u=3|\varepsilon|u^2$. This is solved by $u=12B/(|\varepsilon|r^2)$, so $n\propto r^{-6}$ and $v\to\varepsilon$. The potential is then finite, but the tail is a power law instead of an exponential. For helium, $\varepsilon=-0.910$ hartree in this scheme. Switching the gradient term off smoothly below $n=10^{-6}$ bohr$^{-3}$ lowers the energy by about $7\times10^{-4}$ hartree, and doing so below $10^{-8}$ bohr$^{-3}$ lowers it by about $6\times10^{-5}$ hartree. In the energy, the gradient term can be written as $B(|\nabla n|/n)^2n^{2/3}$, with the ratio $|\nabla n|/n$ formed before squaring. This ratio stays near $2\kappa$ in the tail, whereas $\sigma$ and $n^2$ taken separately underflow in double precision near $n\sim10^{-160}$. The contribution to the energy there is negligible, so the only aim is to avoid an undefined $0/0$.

## Worked examples

**One cell.** Take $n=0.01$ bohr$^{-3}$ and $g=0.001$ bohr$^{-4}$. Then $R=2.8794$ bohr and $x=0.001\times2.8794/0.01=0.288$, within the range of the cell picture. The two terms of $e$ are

$$-\frac{0.9}{2.87941}=-0.312564,\qquad \frac{3}{350}\,\frac{2.8794\times0.001^2}{0.01^2}=0.000247\ \text{hartree},$$

with sum $-0.312317$ hartree.

Quadrature for the same cell finds $R_c=2.8960$ bohr, $n_c=0.009829$ bohr$^{-3}$ and $d=0.17065$ bohr. Its energy is $-0.520351+0.208040=-0.312311$ hartree. The second-order formula differs from this by $6\times10^{-6}$ hartree, about 2% of the gradient term.

**A two-electron density.** Take $n(r)=(2/\pi)e^{-2r}$, with $r$ in bohr. Here $|\nabla n|=2n$, and $\int_0^\infty4\pi r^2e^{-ar}dr=8\pi/a^3$. With $a=8/3$ and $a=4/3$ respectively,

$$\int n^{4/3}d^3r=\frac{27\pi}{64}\left(\frac2\pi\right)^{4/3}=0.72584,\qquad
\int\frac{|\nabla n|^2}{n^{4/3}}d^3r=\frac{27\pi}{2}\left(\frac2\pi\right)^{2/3}=31.386 .$$

Both are in bohr$^{-1}$. Hence

$$W_{\rm PC}=-1.450793\times0.72584+0.0053173\times31.386=-1.05304+0.16689=-0.88615\ \text{hartree}.$$

For the exact value, put the electrons on opposite sides of the centre, at radii $r$ and $f(r)$, with the axis in a random direction. Choose $f$ so that the charge inside $f(r)$ equals the charge outside $r$. Then $f$ decreases, $f(f(r))=r$, and the pair reproduces $n$. For example, $f(2)=0.841$ bohr.

To see that this arrangement is the minimum, define $v_d(r)$ by $v_d'(r)=-1/(r+f(r))^2$. Along $s=f(r)$ the sum $v_d(r)+v_d(s)$ has the same derivative as $1/(r+s)$, so a constant in $v_d$ makes the two equal there. At fixed $r$,

$$\frac{\partial}{\partial s}\left[\frac1{r+s}-v_d(r)-v_d(s)\right]=-\frac1{(r+s)^2}+\frac1{(s+f(s))^2}.$$

This is negative for $s<f(r)$ and positive for $s>f(r)$, so the bracket is nowhere negative. Since $|\mathbf r-\mathbf r'|\le r+r'$, every distribution with density $n$ has $\langle V_{ee}\rangle\ge\int n\,v_d\,d^3r$, and the opposite-side arrangement attains this bound. Its repulsion is

$$\langle V_{ee}\rangle=\int_0^\infty\frac{2\pi r^2n(r)}{r+f(r)}\,dr=0.3392\ \text{hartree}.$$

With $U=1.2500$ hartree, $W_\infty=-0.9108$ hartree, or $-24.78$ eV. The PC value, $-24.11$ eV, is 2.7% smaller in magnitude.

Replacing $3/350$ by $1/200$ gives $-0.9557$ hartree, 4.9% larger in magnitude than the exact value. This does not rank the two coefficients in general. For this density $x=3^{1/3}e^{2r/3}$, which exceeds 1 everywhere, so both results lie outside the range in which the linear cell exists. The 2.7% agreement is a finding for this density, not an error estimate supplied by the derivation.

## Values computed for the example and the checks

```
COEFFICIENTS (hartree atomic units)
A, formula                        -1.450793
A, from uniform cell              -1.450793
B, formula                        0.0053173
B, from cell quadrature           0.0053173
GRADIENT PARTS of e, in units of R g^2/n^2
electron-background part          -0.080000
background self-energy part       0.028571
density-shift part                0.060000
sum                               0.008571
3/350                             0.008571
effective sum at gR/n = 0.4       0.009000
effective sum at gR/n = 0.2       0.008670
effective sum at gR/n = 0.1       0.008596
CURVATURE OF THE DENSITY
e per R^4 lap(n), numerical       -0.044880
-pi/70                            -0.044880
cosine density, replaces 3/350    0.005000
B with curvature kept             0.0031018
ONE CELL
density at electron               0.010 bohr^-3
density gradient                  0.0010 bohr^-4
radius R for uniform density      2.87941 bohr
gR/n                              0.2879
cell radius R_c                   2.89598 bohr
density at cell centre n_c        0.0098294 bohr^-3
electron displacement d           0.17065 bohr
electron-background energy        -0.5203512 hartree
background self-energy            0.2080402 hartree
cell energy, quadrature           -0.3123110 hartree
local term of e                   -0.3125638 hartree
gradient term of e                0.0002468 hartree
second-order formula              -0.3123170 hartree
BCC CRYSTAL, sphere radius 1 bohr
energy per electron, Ewald        -0.895929 hartree
energy per electron, PC cell      -0.900000 hartree
TWO-ELECTRON DENSITY (2/pi) exp(-2r)
integral of n^(4/3)               0.725839 bohr^-1
integral of |grad n|^2/n^(4/3)    31.386078 bohr^-1
radius where f(r) = r             1.33703 bohr
f(r) at r = 2 bohr                0.84113 bohr
minimum repulsion V_ee            0.339180 hartree
Hartree energy U                  1.250000 hartree
W_inf exact                       -0.910820 hartree
W_inf via background              -0.910820 hartree
PC local term                     -1.053042 hartree
PC gradient term                  0.166889 hartree
PC total                          -0.886154 hartree
PC deviation from exact           -2.71 %
local-only deviation              15.61 %
total with 1/200                  -0.955691 hartree
deviation with 1/200              4.93 %
W_inf exact, converted            -24.785 eV
PC total, converted               -24.113 eV
```
